\section*{Gordon Decomposition of the Dirac Current and the Hyperfine Interaction, part 1}

(Sections cited here and not found follow in the second part.)

\section{The two parts of the current and their coupling to the nucleus}

The electric current of a Dirac electron in a stationary state is the sum of a convection current and the curl of a magnetization. Coupled to the vector potential $\mathbf A$ of a nuclear magnetic moment, the first gives the orbital hyperfine energy and the second gives the spin hyperfine energy:
\begin{equation}
e\langle\boldsymbol\alpha\cdot\mathbf A\rangle
=\underbrace{\frac{e}{mc}\,\mathrm{Re}\,\langle\beta\,\mathbf A\cdot\mathbf p\rangle}_{E_{\rm orb}}
+\underbrace{\mu_B\,\langle\beta\,\boldsymbol\Sigma\cdot\mathbf B\rangle}_{E_{\rm spin}},
\qquad \mathbf B=\nabla\times\mathbf A .
\label{eq:main}
\end{equation}
Here $\mu_B=e\hbar/2mc$ in Gaussian units, $m$ is the electron mass, and the electron has charge $-e$ with $e>0$. The equality holds without expansion in $1/c$, for an electron in a local electrostatic potential, provided that the integration by parts in \eqref{eq:parts} leaves no surface term and that the two terms on the right exist separately. For a point dipole in a point Coulomb field they do not exist separately when $j=1/2$, although their sum does when $Z\alpha<\sqrt3/2$, with $Z$ the nuclear charge and $\alpha$ the fine-structure constant. For this reason the nuclear moment will be given a finite extent.

The matrices in \eqref{eq:main} are
\begin{equation}
\boldsymbol\alpha=\begin{pmatrix}0&\boldsymbol\sigma\\ \boldsymbol\sigma&0\end{pmatrix},\quad
\beta=\begin{pmatrix}1&0\\0&-1\end{pmatrix},\quad
\boldsymbol\Sigma=\begin{pmatrix}\boldsymbol\sigma&0\\0&\boldsymbol\sigma\end{pmatrix},
\end{equation}
with $\boldsymbol\sigma$ the Pauli matrices. Since $\sigma_k\sigma_j=\delta_{kj}+i\varepsilon_{kjl}\sigma_l$, with summation over repeated indices, they obey
\begin{equation}
\alpha_k\beta=-\beta\alpha_k,\qquad
\alpha_k\alpha_j=\delta_{kj}+i\varepsilon_{kjl}\Sigma_l,\qquad
\beta\Sigma_l=\Sigma_l\beta .
\label{eq:algebra}
\end{equation}

Without the nuclear moment the electron is described by
\begin{equation}
\bigl(c\,\boldsymbol\alpha\cdot\mathbf p+\beta mc^2+V(\mathbf r)\bigr)\psi=E\psi,
\qquad \mathbf p=-i\hbar\nabla ,
\label{eq:dirac}
\end{equation}
where $V$ is a real function of position that multiplies the unit matrix. A static vector potential enters through minimal coupling, which for the charge $-e$ replaces $\mathbf p$ by $\mathbf p+e\mathbf A/c$. The Hamiltonian then changes by
\begin{equation}
H'=c\,\boldsymbol\alpha\cdot\frac{e\mathbf A}{c}=e\,\boldsymbol\alpha\cdot\mathbf A .
\end{equation}
The velocity operator is $c\boldsymbol\alpha$, so the electric current density is $\mathbf j=-ec\,\psi^\dagger\boldsymbol\alpha\psi$. First-order perturbation theory gives
\begin{equation}
E_1=e\int\psi^\dagger\boldsymbol\alpha\cdot\mathbf A\,\psi\,d^3r
=-\frac1c\int\mathbf j\cdot\mathbf A\,d^3r .
\label{eq:e1}
\end{equation}
This single expression contains the whole magnetic hyperfine energy to first order in the nuclear moment. It does not show orbital motion and spin separately, because $\boldsymbol\alpha$ connects the upper two components of $\psi$ with the lower two. The Gordon decomposition uses the Dirac equation to replace this connection by terms that are diagonal in the two pairs of components.

It costs little to treat two stationary states $\psi_a$ and $\psi_b$ of the same Hamiltonian, with energies $E_a$ and $E_b$. This also shows when the result can be read as an operator identity. Solving \eqref{eq:dirac} for the mass term gives
\begin{align}
\beta\psi_b&=\frac1{mc^2}\bigl[(E_b-V)\psi_b-c\,\alpha_jp_j\psi_b\bigr],\label{eq:mb}\\
\psi_a^\dagger\beta&=\frac1{mc^2}\bigl[(E_a-V)\psi_a^\dagger-c\,(p_j\psi_a)^\dagger\alpha_j\bigr].\label{eq:ma}
\end{align}
The second line is the adjoint of the first, written for $a$; it uses that $V$ is real and that $\beta$ and $\alpha_j$ are Hermitian. Because $\beta^2=1$, a factor $\beta\beta$ may be inserted in $\psi_a^\dagger\alpha_k\psi_b$ either to the right or to the left of $\alpha_k$. With \eqref{eq:mb} and \eqref{eq:ma} the two choices give
\begin{align}
\psi_a^\dagger\alpha_k\psi_b
&=\psi_a^\dagger\alpha_k\beta\,(\beta\psi_b)\notag\\
&=\frac{1}{mc^2}\bigl[(E_b-V)\psi_a^\dagger\alpha_k\beta\psi_b
-c\,\psi_a^\dagger\alpha_k\beta\alpha_jp_j\psi_b\bigr],\label{eq:right}\\
\psi_a^\dagger\alpha_k\psi_b
&=(\psi_a^\dagger\beta)\,\beta\alpha_k\psi_b\notag\\
&=\frac{1}{mc^2}\bigl[(E_a-V)\psi_a^\dagger\beta\alpha_k\psi_b
-c\,(p_j\psi_a)^\dagger\alpha_j\beta\alpha_k\psi_b\bigr].\label{eq:left}
\end{align}
Take half the sum. In the terms without derivatives, $\beta\alpha_k=-\alpha_k\beta$ makes $V$ cancel at every point and leaves the energy difference:
\begin{equation}
\frac{(E_b-V)-(E_a-V)}{2mc^2}\,\psi_a^\dagger\alpha_k\beta\psi_b
=\frac{E_b-E_a}{2mc^2}\,\psi_a^\dagger\alpha_k\beta\psi_b .
\end{equation}
In the derivative terms, moving $\beta$ to the left past one $\alpha$ changes the sign, so $\alpha_k\beta\alpha_j=-\beta\alpha_k\alpha_j$ and $\alpha_j\beta\alpha_k=-\beta\alpha_j\alpha_k$. These signs cancel the minus signs in front of $c$, and the derivative terms become
\begin{equation}
\frac1{2mc}\bigl[\psi_a^\dagger\beta\alpha_k\alpha_jp_j\psi_b
+(p_j\psi_a)^\dagger\beta\alpha_j\alpha_k\psi_b\bigr].
\label{eq:deriv}
\end{equation}

The product rule in \eqref{eq:algebra} separates \eqref{eq:deriv} into two pieces. The part $\delta_{kj}$ is the same in both products and gives
\begin{equation}
\frac1{2mc}\bigl[\psi_a^\dagger\beta p_k\psi_b+(p_k\psi_a)^\dagger\beta\psi_b\bigr].
\end{equation}
The antisymmetric part is $+i\varepsilon_{kjl}\Sigma_l$ in the first product and $-i\varepsilon_{kjl}\Sigma_l$ in the second, where $j$ and $k$ are exchanged. The derivatives are $p_j\psi_b=-i\hbar\,\partial_j\psi_b$ and $(p_j\psi_a)^\dagger=+i\hbar\,\partial_j\psi_a^\dagger$. Both products of signs and imaginary units are therefore equal to $+\hbar$:
\begin{align}
&\frac{1}{2mc}\,\varepsilon_{kjl}\bigl[i(-i\hbar)\psi_a^\dagger\beta\Sigma_l\partial_j\psi_b
+(-i)(i\hbar)(\partial_j\psi_a^\dagger)\beta\Sigma_l\psi_b\bigr]\notag\\
&\qquad=\frac{\hbar}{2mc}\,\varepsilon_{kjl}\,\partial_j\bigl(\psi_a^\dagger\beta\Sigma_l\psi_b\bigr).
\end{align}
This is component $k$ of a curl. Multiplication by $c$ gives the decomposition
\begin{align}
c\,\psi_a^\dagger\boldsymbol\alpha\psi_b
={}&\frac1{2m}\bigl[\psi_a^\dagger\beta\mathbf p\psi_b+(\mathbf p\psi_a)^\dagger\beta\psi_b\bigr]
+\frac{\hbar}{2m}\nabla\times\bigl(\psi_a^\dagger\beta\boldsymbol\Sigma\psi_b\bigr)\notag\\
&+\frac{E_b-E_a}{2mc}\,\psi_a^\dagger\boldsymbol\alpha\beta\psi_b .
\label{eq:gordon}
\end{align}

The last term is a polarization current. If the stationary phases are restored, the density $X=\psi_a^\dagger\boldsymbol\alpha\beta\psi_b$ varies as $e^{i(E_a-E_b)t/\hbar}$, so that $(E_b-E_a)X=i\hbar\,\partial_tX$, and the term is a time derivative. It vanishes for a single stationary state and between any two states of one degenerate level. Inside such a level the current has the two remaining parts, for diagonal and off-diagonal elements alike. Between different levels the third term must be kept. For the transition current between the $1s_{1/2}$ and $2p_{3/2}$ states in a Coulomb field with $Z=80$, leaving it out gives an error of $0.072$ at a set of sample points, relative to the largest component of that current.

The cancellation of $V$ marks another limit of the result. If $V$ is a nonlocal operator, such as the exchange operator of Hartree--Fock theory, the half sum contains
\begin{equation}
-\frac1{2mc^2}\bigl[\psi^\dagger\alpha_k\beta\,(V\psi)-(V\psi)^\dagger\alpha_k\beta\,\psi\bigr],
\end{equation}
which need not vanish at a given point. The two-part form then acquires this extra term.

For a single state the first bracket in \eqref{eq:gordon} is twice a real part. Multiplying by the charge $-e$ gives the electric current
\begin{equation}
\mathbf j=\mathbf j_{\rm conv}+c\,\nabla\times\mathbf M,\qquad
\mathbf j_{\rm conv}=-\frac em\,\mathrm{Re}\bigl(\psi^\dagger\beta\mathbf p\psi\bigr),\qquad
\mathbf M=-\mu_B\,\psi^\dagger\beta\boldsymbol\Sigma\psi .
\label{eq:split}
\end{equation}
The factor in $\mathbf M$ follows from $-e\hbar/2m=-c\mu_B$. The convection current is charge carried along with momentum $\mathbf p$. The magnetization is a density of magnetic moment. The upper components contribute a moment directed against their spin, because the charge is negative, with the size $\mu_B$ for spin $\hbar/2$ that corresponds to $g=2$. In both parts of the current $\beta$ counts the lower components with a minus sign, so their contribution to the moment points along their spin. This sign cannot be dropped at large $Z$: for a superposition of two $2p_{3/2}$ states at $Z=80$, replacing $\beta$ by $1$ in both parts gives an error of $0.223$ relative to the largest component of the current at the sample points, which lie a few hundredths of a bohr from the nucleus. The number depends on the points chosen; other sets nearer or farther give values between about $0.05$ and $0.7$. With $\beta$ in place the two sides agree there to $2.4\times10^{-12}$.

Each part is conserved by itself. The Dirac equation gives $\boldsymbol\alpha\cdot\nabla\psi=(i/\hbar c)(E-V-\beta mc^2)\psi$. The operator in parentheses is Hermitian and acts locally, so
\begin{equation}
\nabla\cdot(\psi^\dagger\boldsymbol\alpha\psi)
=(\boldsymbol\alpha\cdot\nabla\psi)^\dagger\psi+\psi^\dagger\boldsymbol\alpha\cdot\nabla\psi=0,
\end{equation}
the two terms having opposite factors $\mp i/\hbar c$. A curl has no divergence, and hence $\nabla\cdot\mathbf j_{\rm conv}=0$ too. Under a change of gauge $\mathbf A\to\mathbf A+\nabla\chi$ the convection coupling changes by
\begin{equation}
-\frac1c\int\mathbf j_{\rm conv}\cdot\nabla\chi\,d^3r
=-\frac1c\oint\chi\,\mathbf j_{\rm conv}\cdot d\mathbf S
+\frac1c\int\chi\,\nabla\cdot\mathbf j_{\rm conv}\,d^3r=0
\end{equation}
for regular $\chi$ with a vanishing surface term. The orbital and spin energies are thus separately gauge invariant under these conditions. This does not make the division unique: any curl could be added to one part and subtracted from the other without changing the total or the divergences. The division used here is the one given by the $\beta$-weighted momentum and spin densities in \eqref{eq:split}.

Now insert \eqref{eq:split} into \eqref{eq:e1}. The convection part gives
\begin{equation}
E_{\rm orb}=-\frac1c\int\mathbf j_{\rm conv}\cdot\mathbf A\,d^3r
=\frac e{mc}\,\mathrm{Re}\int\psi^\dagger\beta\,\mathbf A\cdot\mathbf p\,\psi\,d^3r .
\label{eq:orbA}
\end{equation}
For the magnetization part, use $\nabla\cdot(\mathbf M\times\mathbf A)=\mathbf A\cdot(\nabla\times\mathbf M)-\mathbf M\cdot(\nabla\times\mathbf A)$ and Gauss's theorem:
\begin{equation}
E_{\rm spin}=-\int(\nabla\times\mathbf M)\cdot\mathbf A\,d^3r
=-\int\mathbf M\cdot\mathbf B\,d^3r-\oint(\mathbf M\times\mathbf A)\cdot d\mathbf S .
\label{eq:parts}
\end{equation}
When the surface term vanishes, this is the energy of a magnetization in a field, and $\mathbf M=-\mu_B\psi^\dagger\beta\boldsymbol\Sigma\psi$ turns it into $+\mu_B\langle\beta\boldsymbol\Sigma\cdot\mathbf B\rangle$. This proves \eqref{eq:main}.

The surface term decides which nuclear model is admissible. For a point moment $\boldsymbol\mu$ the potential $\boldsymbol\mu\times\mathbf r/r^3$ grows as $r^{-2}$ near the origin. In a point Coulomb field an electron density with $j=1/2$ grows as $r^{2\gamma-2}$, where $\gamma=\sqrt{1-(Z\alpha)^2}<1$ and $\alpha=e^2/\hbar c$. On a small sphere of radius $\epsilon$ the surface term then scales as $\epsilon^{2\gamma-2}\epsilon^{-2}\epsilon^2=\epsilon^{2\gamma-2}$ and diverges. I therefore let the moment be produced by a surface current, proportional to $\boldsymbol\mu\times\mathbf r$, on a spherical shell of radius $R$. This is the same source as a uniformly magnetized ball of radius $R$, and its potential is
\begin{equation}
\mathbf A=g(r)\,\boldsymbol\mu\times\mathbf r,\qquad g(r)=\frac1{\max(r,R)^3} .
\label{eq:A}
\end{equation}
Inside the shell $\mathbf A$ is proportional to $r$, and the surface term scales as $\epsilon^{2\gamma-2}\,\epsilon\,\epsilon^2=\epsilon^{2\gamma+1}$, which vanishes. At $r=R$ the potential is continuous, so the two sides of the shell contribute opposite surface terms. At infinity a bound state decays exponentially.

With \eqref{eq:A} the operator in \eqref{eq:orbA} is $g(\boldsymbol\mu\times\mathbf r)\cdot\mathbf p=g\,\boldsymbol\mu\cdot(\mathbf r\times\mathbf p)=\hbar g\,\boldsymbol\mu\cdot\mathbf l$, where $\mathbf l$ is the orbital angular momentum in units of $\hbar$. No ordering question arises, since the cross product multiplies only different components of $\mathbf r$ and $\mathbf p$. The operator is Hermitian because $\mathbf l$ commutes with $g(r)$ and $\beta$, so the real part can be omitted:
\begin{equation}
E_{\rm orb}=\frac{e\hbar}{mc}\,\langle\beta g\,\boldsymbol\mu\cdot\mathbf l\rangle
=2\mu_B\,\langle\beta g\,\boldsymbol\mu\cdot\mathbf l\rangle .
\label{eq:orb}
\end{equation}

For the field, write $\mathbf n=\mathbf r/r$ and use $\nabla\times(\boldsymbol\mu\times\mathbf r)=2\boldsymbol\mu$ and $\nabla g=g'\mathbf n$:
\begin{equation}
\mathbf B=2g\boldsymbol\mu+g'\,\mathbf n\times(\boldsymbol\mu\times\mathbf r)
=2g\boldsymbol\mu+rg'\bigl[\boldsymbol\mu-\mathbf n(\mathbf n\cdot\boldsymbol\mu)\bigr].
\end{equation}
Inside, $g'=0$; outside, $rg'=-3/r^3$. Therefore
\begin{equation}
\mathbf B=\frac{2\boldsymbol\mu}{R^3}\quad(r<R),\qquad
\mathbf B=\frac{3\mathbf n(\mathbf n\cdot\boldsymbol\mu)-\boldsymbol\mu}{r^3}\quad(r>R).
\label{eq:B}
\end{equation}

The use of field-free states restricts the result to first order in $\boldsymbol\mu$. If $\mathbf A$ is kept in the Dirac equation, the same algebra holds with $\mathbf p+e\mathbf A/c$ in place of $\mathbf p$. The added terms cancel in the spin part, where they enter with opposite signs, and they add to the convection part a current proportional to $\mathbf A$. Its coupling to $\mathbf A$ is of second order in the nuclear moment.

The first-order hyperfine energy of a Dirac electron in a local potential has been divided into an orbital and a spin part, and the potential and field of a nuclear moment of finite extent have been given. It remains to take the Pauli limit, to evaluate both parts for hydrogen, and to see what happens to them as the moment shrinks to a point.
